From the RPA log-determinant to a zero-point energy difference

**The decision to be made**

A program for the direct random-phase approximation (RPA) can obtain the correlation energy in two ways. It can diagonalize a matrix whose dimension is the number of occupied-to-empty transitions and add up the square roots of its eigenvalues. Or it can evaluate a determinant at a set of imaginary frequencies and integrate its logarithm. If both use the same orbitals and the same Coulomb integrals, they give the same energy, so the choice may rest on cost, and one route can check the other on a small molecule. The link between them is one integral. Its use also shows which term must be subtracted from the zero-point energies, a term that is easily lost if the logarithm is integrated alone.

**Conventions and starting formula**

Atomic units are used, so ħ = 1. The orbitals φ are real, the system is a closed shell, and the basis is finite. Occupied orbitals are labelled i, j and empty ones a, b. A transition p = (i,a) has the gap and product density

D_p = ε_a − ε_i > 0,  ρ_p(r) = φ_i(r) φ_a(r).

D is the diagonal matrix of gaps. With v = 1/|r − r′|, the coupling of p = (i,a) to q = (j,b) is

K_pq = 2(ia|jb) = 2∬ ρ_p(r) v(r,r′) ρ_q(r′) dr dr′.

The factor 2 comes from spin. For any real vector x, xᵀKx is four times the electrostatic self-energy ½∬nvn of the charge density n = Σ_p x_p ρ_p. That self-energy is not negative, because the Fourier transform of v is 4π/k² > 0. Hence K has no negative eigenvalue.

The correlation energy is measured from the expectation value of the full Hamiltonian in the determinant Ψ₀ of Kohn–Sham orbitals. Let the electron repulsion V be scaled by λ, while a one-body potential U_λ holds the density n fixed. The Hellmann–Feynman theorem gives

dE_λ/dλ = ⟨V⟩_λ + ∫ n (dU_λ/dλ) dr.

Integrate from 0 to 1 and insert E_0 = T_0 + ∫nU_0 dr, where T_0 is the kinetic energy of Ψ₀. The result is E_1 = T_0 + ∫nU_1 dr + ∫₀¹⟨V⟩_λ dλ. Subtracting the reference T_0 + ∫nU_1 dr + ⟨V⟩_0 leaves

E_c = ∫₀¹ dλ [⟨V⟩_λ − ⟨V⟩_0].

Now ⟨V⟩_λ equals ½∬v⟨δn δn′⟩_λ plus terms that, in a complete basis, are fixed by the density and cancel in the difference. (In a finite basis one of them depends on the one-body density matrix and need not cancel exactly; equation (1) below is then taken as the definition.) For excited states m with energies E_m above the ground state and transition densities n_m, the response at imaginary frequency is

χ_λ(iω) = −Σ_m [2E_m/(ω² + E_m²)] n_m(r) n_m(r′).

Since ∫₀^∞ 2E/(ω² + E²) dω = π for E > 0, the fluctuation Σ_m n_m n_m′ equals −(1/π)∫₀^∞ χ_λ(iω) dω. Therefore

E_c = −(1/2π) ∫₀¹ dλ ∫₀^∞ dω Tr{v[χ_λ(iω) − χ₀(iω)]}.

So far no approximation to the response has been made. Direct RPA drops the exchange-correlation kernel and takes χ_λ = χ₀ + λχ₀vχ_λ, so that χ_λ = (1 − λχ₀v)⁻¹χ₀. The derivative of a log-determinant is

d/dλ ln det(1 − λχ₀v) = −Tr[(1 − λχ₀v)⁻¹χ₀v].

By the cyclic property of the trace, the right side is −Tr(vχ_λ). Hence ∫₀¹Tr(vχ_λ)dλ = −ln det(1 − χ₀v), and

E_c = (1/2π) ∫₀^∞ dω {ln det[1 − χ₀(iω)v] + Tr[χ₀(iω)v]}.  (1)

With orbitals from an approximate functional, equation (1) defines the RPA correlation energy for those orbitals.

**The integral**

For a, b > 0, integration by parts gives

∫ ln(ω² + a²) dω = ω ln(ω² + a²) − ∫ 2ω²/(ω² + a²) dω
= ω ln(ω² + a²) − 2ω + 2a arctan(ω/a).

The last line uses 2ω²/(ω² + a²) = 2 − 2a²/(ω² + a²). Subtract the same expression with b. The terms −2ω cancel, leaving the antiderivative

F(ω) = ω ln[(ω² + a²)/(ω² + b²)] + 2a arctan(ω/a) − 2b arctan(ω/b).

At ω = 0 every term vanishes. At large ω the logarithm tends to (a² − b²)/ω², so its product with ω tends to zero, while each arctangent tends to π/2. Thus

∫₀^∞ ln[(ω² + a²)/(ω² + b²)] dω = π(a − b).  (2)

If b = 0, the last arctangent term is absent and ω ln ω still vanishes at the origin, so the integral is πa. If a or b may be negative, the right side must be π(|a| − |b|), because the integrand contains only squares.

For a = 3 and b = 1, quadrature gives 6.283185, which is 2π to the digits shown. The convergence is slow. Stopping at a large cutoff W omits approximately

∫_W^∞ (a² − b²)/ω² dω = (a² − b²)/W.

At W = 100 this estimate is 0.0800 and the part actually missing is 0.079987, about 1.3% of the integral.

**The response of independent electrons**

To use (2), the determinant must be written as a product of such ratios. This requires χ₀. Apply a perturbation u that grows as e^{ωt} with ω > 0, which corresponds to the imaginary frequency iω. For one spin, the linearized equation of motion of the density matrix is

iω δρ = [h, δρ] + [u, ρ⁰],

where h is the Kohn–Sham Hamiltonian and ρ⁰ has occupations 1 and 0. The two elements belonging to p = (i,a) obey

(iω − D_p) δρ_ai = u_ai,
(iω + D_p) δρ_ia = −u_ia.

Elements between two occupied or two empty orbitals have no source and vanish. For a real local perturbation, u_ai = u_ia = u_p, and the density needs the sum

δρ_ai + δρ_ia = u_p [1/(iω − D_p) − 1/(iω + D_p)]
= u_p · 2D_p/[(iω)² − D_p²]
= −2D_p u_p/(ω² + D_p²).

Multiplying by ρ_p, summing over transitions and adding the two spins gives

χ₀(r,r′;iω) = −2 Σ_p [2D_p/(ω² + D_p²)] ρ_p(r) ρ_p(r′).  (3)

**The determinant as a product**

Let R be the matrix whose columns are the functions ρ_p, and let G be diagonal with elements 4D_p/(ω² + D_p²). Then χ₀ = −RGRᵀ and RᵀvR = K/2. The determinant can be moved to the space of transitions by

det(1 + XY) = det(1 + YX).

To see this, expand the determinant of the block matrix with rows (1, −X) and (Y, 1). Eliminating the lower-left block gives det(1 + YX), and eliminating the upper-right block gives det(1 + XY). With X = R and Y = GRᵀv, so that XY = −χ₀v and YX = GRᵀvR,

det(1 − χ₀v) = det(1 + GRᵀvR) = det(1 + GK/2).

Write S = (ω² + D²)⁻¹, so that G/2 = 2DS. Multiplication by D^{−1/2} on the left and D^{1/2} on the right does not change a determinant. Since D and S are diagonal and commute,

D^{−1/2}(1 + 2DSK)D^{1/2} = 1 + 2S D^{1/2}KD^{1/2}
= S(ω² + M),

M = D² + 2D^{1/2}KD^{1/2}.  (4)

M is symmetric, and xᵀMx ≥ xᵀD²x > 0 for every nonzero x. Its eigenvalues can therefore be written Ω_n² with Ω_n > 0. Taking determinants,

det[1 − χ₀(iω)v] = Π_n (ω² + Ω_n²)/(ω² + D_n²).  (5)

The Ω_n are the direct-RPA excitation energies. In the usual form these follow from

(D + K)X + KY = ΩX,
−KX − (D + K)Y = ΩY.

Adding the equations gives D(X − Y) = Ω(X + Y); subtracting them gives (D + 2K)(X + Y) = Ω(X − Y). Eliminating X − Y and setting X + Y = D^{1/2}Z yields MZ = Ω²Z. An implementation can thus diagonalize the symmetric M instead of a nonsymmetric matrix of twice the dimension.

**The zero-point difference and the term to subtract**

Take the logarithm of (5) and apply (2) to each factor:

(1/2π) ∫₀^∞ ln det[1 − χ₀(iω)v] dω = (1/2π) Σ_n π(Ω_n − D_n)
= ½ Σ_n (Ω_n − D_n).  (6)

It does not matter which Ω_n is paired with which D_n, because the result contains only the two sums.

The trace in (1) is

Tr[χ₀v] = −Tr[GK/2] = −Σ_p [2D_p/(ω² + D_p²)] K_pp.

Each frequency factor integrates to π, so this term contributes −½Tr K. The correlation energy is

E_c = ½ Σ_n (Ω_n − D_n) − ½ Tr K
= ½ Σ_n Ω_n − ½ Tr(D + K).  (7)

This is the plasmon formula. The log-determinant alone gives (6), not E_c.

One transition shows the sizes involved. There Ω = √(D² + 2DK). For K much smaller than D,

Ω = D + K − K²/(2D) + …,

so the term linear in K cancels in (7) and E_c ≈ −K²/(4D). For K much larger than D, Ω grows only as √(2DK), and the leading term is E_c ≈ −K/2.

**Which oscillators have this zero-point energy**

Replace each transition by a boson with creation operator b_p†, and consider

H = Σ_p D_p b_p†b_p + ½ Σ_pq K_pq (b_p + b_p†)(b_q + b_q†).

Define q_p = (b_p + b_p†)/√(2D_p) and the conjugate momentum π_p. Then

D_p b_p†b_p = ½(π_p² + D_p²q_p²) − ½D_p.

The interaction becomes ½Σ_pq 2√(D_pD_q) K_pq q_p q_q. Together,

H = ½ Σ_p π_p² + ½ qᵀMq − ½ Σ_p D_p,

with the same M as in (4). An orthogonal rotation of the coordinates gives independent oscillators of frequencies Ω_n. The ground-state energy is ½Σ_n(Ω_n − D_n), which is (6): the zero-point energy with coupling minus that without it.

In the uncoupled ground state, ⟨(b_p + b_p†)(b_q + b_q†)⟩ = δ_pq. First-order perturbation theory therefore gives ½Tr K. Equation (7) removes this part, so within the boson model E_c is the zero-point shift beyond first order. This agrees with the definition of E_c, which subtracts ⟨V⟩_0, the energy of first order in the repulsion. ½Tr K is not the whole of ⟨V⟩_0 but its fluctuation part ½∬v⟨δn δn′⟩_0 = −(1/2π)∫₀^∞Tr(vχ₀)dω; the remaining terms are those dropped in the difference that led to (1).

A model with two transitions can be followed by hand. Take D₁ = 1, D₂ = 2, K₁₁ = 0.5, K₁₂ = 0.3 and K₂₂ = 0.4 hartree. In hartree squared,

M₁₁ = 1 + 2(1)(0.5) = 2.0,
M₂₂ = 4 + 2(2)(0.4) = 5.6,
M₁₂ = 2√2(0.3) = 0.849.

The square roots of the eigenvalues are 1.3454 and 2.4062 hartree. Hence

½(1.3454 + 2.4062 − 1 − 2) = 0.3758 hartree,
½Tr K = ½(0.5 + 0.4) = 0.4500 hartree,
E_c = 0.3758 − 0.4500 = −0.0742 hartree.

Diagonalizing H in a basis of boson number states also gives a ground-state energy of 0.3758 hartree, without use of the formula for Ω.

**Implementing the frequency route**

Suppose the coupling is available in factorized form, K = BᵀB, where B has one row per auxiliary function and one column per transition. Define

P(ω) = B · diag[2D_p/(ω² + D_p²)] · Bᵀ.

The determinant identity used above gives det(1 − χ₀v) = det(1 + P), and the cyclic property gives Tr(χ₀v) = −Tr P. Thus

E_c = (1/2π) ∫₀^∞ {ln det[1 + P(ω)] − Tr P(ω)} dω.  (8)

P is symmetric with no negative eigenvalue. The logarithm is therefore real, and a Cholesky factorization of 1 + P is enough to find it. For each eigenvalue x of P, ln(1 + x) ≤ x, so the integrand of (8) is never positive and E_c ≤ 0. A positive integrand beyond rounding error points to a wrong sign or factor. A negative integrand does not prove the factors right: if K is doubled by mistake in both terms, the same inequality still holds.

If there are N transitions and N_aux auxiliary functions, dense diagonalization of M costs a time proportional to N³. At each frequency, building P costs a time proportional to N·N_aux², and its determinant one proportional to N_aux³. The frequency route gains when N_aux is well below N and the number of frequencies is moderate. If B approximates the Coulomb integrals, K = BᵀB must be used in both routes before they are compared; otherwise the difference also contains the error of the factorization.

The logarithm and the trace should be kept together if the frequency range is cut off. For large ω,

ln det(1 − χ₀v) ≈ 2Tr(DK)/ω²,
Tr(χ₀v) ≈ −2Tr(DK)/ω².

These tails cancel. The trace removes the whole linear term in the expansion of the logarithm, and the leading remainder is

−½ Tr[(2DK/ω²)²] = −2Tr(DKDK)/ω⁴.

Integrated from W to infinity and divided by 2π, the part missing from the bare logarithm is approximately Tr(DK)/(πW). For the full integrand it is approximately −Tr(DKDK)/(3πW³). Both estimates require W to be large compared with the gaps and the RPA frequencies, including those of core electrons if these are correlated.

A cutoff can be avoided by mapping Gauss–Legendre points x between −1 and 1 to

ω = s(1 + x)/(1 − x),  dω/dx = 2s/(1 − x)²,

where s > 0 is a frequency scale. Near x = 1 the derivative grows as ω²/(2s). This compensates the 1/ω² tail of the bare logarithm, so the mapped integrand stays finite even when the two terms are integrated separately.

**Fluorine molecule**

The example is F₂ at a chosen bond length of 1.40 Å, with PBE orbitals in the 6-31G basis. All electrons are included. The 18 basis functions give 9 occupied and 9 empty orbitals, hence 9 × 9 = 81 spatial transitions. The gaps run from 0.131 to 26.155 hartree.

Diagonalization gives the two half sums

½ΣΩ_n = 284.4750 hartree,
½ΣD_n = 281.8927 hartree.

Their difference is 2.5823 hartree. The first-order term is ½Tr K = 2.9629 hartree, and therefore

E_c = 2.5823 − 2.9629 = −0.3806 hartree,

or about −10.36 eV.

The frequency route uses 60 mapped points with scale s = 2 hartree and evaluates the determinant in the space of products of atomic orbitals. At ω = 1 hartree, for instance, the logarithm is 3.362 and the trace is −4.078, so the integrand of (1) is −0.716. Integrated and divided by 2π, the logarithm gives 2.5823 hartree and the trace −2.9629 hartree. Each agrees with its counterpart in (7), and the sum is again −0.3806 hartree. The numerical check requires agreement to 10⁻⁶ hartree for each part and for the total.

The diagonalization route subtracts large numbers. Here |E_c| is about 0.13% of ½ΣΩ_n. A relative error of 10⁻⁵ in that half sum alone would be 0.0028 hartree, or 0.7% of E_c. Dense diagonalization in double precision is far more accurate than this, but approximate or iteratively computed eigenvalues must be converged with the cancellation in mind.

When both sets are sorted, each Ω_n lies at or above the corresponding D_n. This follows from the variational principle for ordered eigenvalues, since M − D² has no negative eigenvalue. The smallest value rises from 0.131 to 0.180 hartree, and the largest ordered shift is 0.263 hartree. These shifts compare positions in two sorted lists. They need not follow one transition as the coupling is turned on, since a mode may mix several transitions.

The energy illustrates the identity in a small basis and is not a prediction for experiment. It is not converged with basis size, it depends on the PBE orbitals, and direct RPA omits exchange and further correlation effects in the response.

**Spin and conditions of validity**

A code that lists the two spins separately has twice as many transitions, and the coupling between any two of them is (ia|jb) = K_pq/2, whether their spins are equal or opposite. For the normalized sum of the two spin copies, the coupling becomes K. For the normalized difference it is zero, so Ω = D and nothing is added to (7). The spin-resolved calculation for F₂ also gives −0.3806 hartree. Using the spatial K with its factor 2 and then doubling the energy for spin would count spin twice.

The derivation needs positive gaps. If an orbital labelled empty lies below one labelled occupied, D^{1/2} is not real and (4) cannot be used as it stands. If a gap tends to zero while K stays finite, the one-transition result tends to −K/2; it remains finite, but its expansion in powers of K/D fails. The frequency integrand then changes rapidly near ω = 0, and the grid must resolve that region.

The proof that every Ω_n² is positive also relies on the direct coupling K. If exchange or another kernel is added, the Ω² are the eigenvalues of the product of the two matrices that replace D and D + 2K in the sum and difference equations above; exchange changes both, so the form (4) does not carry over unchanged. This product may acquire an eigenvalue −s² < 0. Its factor ω² − s² is negative for ω < s, so the logarithm of that factor is not real there, it diverges at ω = s, and (2) does not apply. An implementation should stop and report such an eigenvalue. Positive Ω² alone do not show that the two matrices are positive: for one transition, two negative factors give a positive product. Each matrix should therefore be checked separately. Taking the square root of its absolute value would not give the integral in (1). The eigenvalue indicates an instability of the reference state only if the added kernel belongs to the functional that produced the orbitals. An exchange kernel combined with PBE orbitals, for example, can give a negative eigenvalue although the PBE state is stable.

Table of computed values

```
Scalar integral inputs a, b: 3.0, 1.0 (dimensionless)
Scalar integral by quadrature: 6.28318531 (dimensionless)
pi(a-b): 6.28318531 (dimensionless)
Cutoff W: 100 (dimensionless)
Part missing beyond W: 0.079987 (dimensionless)
Tail estimate (a^2-b^2)/W: 0.080000 (dimensionless)
Model gaps D1, D2: 1.0, 2.0 hartree
Model K11, K12, K22: 0.5, 0.3, 0.4 hartree
Model Omega1, Omega2: 1.345372, 2.406237 hartree
Model ground energy, number basis: 0.37580420 hartree
Model zero-point difference: 0.37580420 hartree
Model first-order energy: 0.450000 hartree
Model energy beyond first order: -0.07419580 hartree
F2 bond length: 1.40 angstrom
F2 basis functions: 18 (count)
F2 occupied orbitals: 9 (count)
F2 spatial transitions: 81 (count)
F2 smallest and largest gap D: 0.130797, 26.155428 hartree
F2 smallest and largest Omega: 0.179837, 26.217764 hartree
F2 largest ordered mode shift: 0.262831 hartree
F2 ln det at w = 1 hartree: 3.362083 (dimensionless)
F2 Tr chi0 v at w = 1 hartree: -4.078130 (dimensionless)
Frequency grid points: 60 (count)
F2 half sum of Omega: 284.475006 hartree
F2 half sum of D: 281.892713 hartree
F2 zero-point difference: 2.582293 hartree
F2 log-determinant integral/(2 pi): 2.582293 hartree
F2 first-order term Tr K/2: 2.962878 hartree
F2 trace integral/(2 pi): -2.962878 hartree
F2 E_c from frequency integral: -0.380584 hartree
F2 E_c from plasmon formula: -0.380584 hartree
F2 E_c from spin-resolved transitions: -0.380584 hartree
F2 E_c converted: -10.3562 eV
```
